# Why an 11 percent rise in density of states can trigger ferromagnetism

**Question**

I am stuck on an exercise about nearly magnetic metals. A paramagnetic metal has a spin susceptibility ten times its bare Pauli value because of exchange. I have to show that raising the density of states at the Fermi level by about 11 percent, with the exchange parameter held fixed, brings the metal to the ferromagnetic instability.

The Pauli susceptibility is proportional to the density of states, so I would expect 11 percent more states to give about 11 percent more susceptibility. How can it diverge instead? Is the figure exact, does it depend on how the density of states is raised, and would it survive in a real metal such as palladium at room temperature?

**Answer**

Your proportionality holds for the bare susceptibility. The enhancement factor also depends on the density of states, and it does so through a denominator that is already small.

**Energy of a small moment**

I use the Stoner mean-field model at zero temperature. Let $N$ be the density of states at the Fermi level per atom and per spin, and let $m=n_\uparrow-n_\downarrow$ per atom, where "up" means magnetic moment along the field. With $g=2$ and no orbital moment or spin-orbit coupling, $m$ is the moment in Bohr magnetons. The exchange energy per atom is $-Im^2/4$, which defines $I$.

To create $m$ at fixed electron number, move $m/2$ electrons from down to up. Let $e(n)$ be the band energy of one spin species holding $n$ electrons. Adding an electron costs the Fermi energy, so $e'(n)=E_F$. Since $dn=N\,dE_F$, the second derivative is $e''(n)=1/N$. The band energy therefore rises by

$$
e\!\left(n+\tfrac m2\right)+e\!\left(n-\tfrac m2\right)-2e(n)
=2\cdot\frac12\cdot\frac1N\left(\frac m2\right)^2+\dots=\frac{m^2}{4N}+\dots
$$

The terms linear in $m$ cancel. In a field $B$ the energy, to second order in $m$, is

$$
F(m)=\frac14\left(\frac1N-I\right)m^2-\mu_B B\,m .
$$

Setting $dF/dm=0$ gives

$$
\frac12\left(\frac1N-I\right)m=\mu_B B
\quad\Rightarrow\quad
m=\frac{2\mu_B B\,N}{1-IN}.
$$

Without exchange the moment would be $2\mu_B BN$. The enhancement is the ratio of the two:

$$
S=\frac{1}{1-IN}.
$$

The first equation can also be written $m=2N(\mu_BB+Im/2)$. The moment adds $Im/2$ to the field energy that produces it, so the denominator describes positive feedback.

**The required rise**

For $S=10$,

$$
IN=1-\frac1S=0.9 .
$$

Raise $N$ to $(1+x)N$ and keep $I$ fixed. The paramagnetic state loses stability when the coefficient of $m^2$ vanishes, which requires $I(1+x_c)N=1$. Hence

$$
1+x_c=\frac{1}{IN}=\frac{S}{S-1},
\qquad
x_c=\frac{S}{S-1}-1=\frac{1}{S-1}.
$$

For $S=10$ this is $x_c=1/9$, or 11.1 percent. A rise of 11 percent stops just short:

$$
S=\frac{1}{1-1.11\times0.9}=\frac1{0.001}=1000 .
$$

A rise of 5 percent already gives $1/(1-0.945)=18.2$, and 10 percent gives $1/(1-0.99)=100$. These factors multiply a bare susceptibility that has itself grown by only 5 or 10 percent. The total susceptibility is then 1.9 or 11 times its starting value, almost entirely because the denominator has shrunk.

A metal with $S=5$ would need 25 percent, and one with $S=20$ about 5.3 percent. As $S\to1$, which means $I\to0$, the required rise goes to infinity, because without exchange there is no feedback.

If your course uses the total density of states $N_{\rm tot}=2N$, the same product reads $(I/2)N_{\rm tot}$, and the percentage is unchanged.

**Numbers in the regime of palladium**

Take $N=1.15$ states per eV, atom and spin, $S=10$, and 0.36 d holes per atom. Then

$$
I=\frac{0.9}{1.15\ \text{eV}^{-1}}=0.783\ \text{eV},
\qquad
N_c=\frac{1.15}{0.9}=1.278\ \text{eV}^{-1}.
$$

In 1 T the moment is $1.33\times10^{-4}\,\mu_B$ per atom without exchange and $1.33\times10^{-3}\,\mu_B$ with it.

To see whether the route matters, I give the d band a semi-elliptic density of states with five states per spin. The values of $N$ and the filling fix its full width at 2.97 eV. There are two ways to raise $N$:

- Narrow the band at fixed filling. Dividing all band energies by $1+x$ multiplies $N$ by $1+x$, so the width must shrink by $1-0.9=10$ percent.
- Keep the band rigid and remove electrons. Here $N$ grows as the Fermi level falls. The level must drop by 0.061 eV, which removes 0.147 electrons per atom.

Locating the zero of the $m^2$ coefficient from differences of the summed band energy gives a critical rise of 11.11 percent on both routes. At zero temperature the local instability depends on the band through $N$ at the Fermi level alone, as the formula says.

**Does ferromagnetism start at this point?**

The condition $IN=1$ marks where the paramagnet becomes unstable against a small uniform moment. In some bands an alternating or wave-like moment forms earlier; that case is not treated here. A uniform state with a finite moment could also have lower energy before $IN=1$. The next term in the energy gives a first indication.

Let primes on $N$ denote energy derivatives. Because $d/dn=(1/N)\,d/dE$,

$$
e'''=\frac1N\frac{d}{dE}\frac1N=-\frac{N'}{N^3},
\qquad
e''''=\frac1N\frac{d}{dE}\left(-\frac{N'}{N^3}\right)=\frac{3N'^2-NN''}{N^5}.
$$

The cubic terms of the two spins cancel. The quartic terms add to $2\,e''''(m/2)^4/24=bm^4$, with

$$
b=\frac{3N'^2-NN''}{192\,N^5}.
$$

In the model band $N'/N=-1.98\ \text{eV}^{-1}$ and $N''/N=-5.51\ \text{eV}^{-2}$, so

$$
b=\frac{3(1.98)^2+5.51}{192\,(1.15)^3}\ \text{eV}\approx0.059\ \text{eV}>0 .
$$

A positive $b$ lets the moment grow continuously from zero, unless a state with a much larger moment already lies lower. After narrowing that raises $N$ by 12 percent, $N=1.288\ \text{eV}^{-1}$ and $b$ becomes $0.0593/1.12=0.0529$ eV, because all band energies are divided by 1.12. Minimizing $\frac14(1/N-I)m^2+bm^4$ gives

$$
m^2=\frac{I-1/N}{8b}=\frac{0.7826-0.7764}{8\times0.0529}\approx0.015,
\qquad m\approx0.12 .
$$

Minimizing the full model energy over the whole range of moments gives $0.118\,\mu_B$ at 12 percent and zero at 10 percent.

A dip in the density of states at the Fermi level changes the answer. Take a half-filled band with $N(E)=N_0[1+\tfrac12(E/w)^2]$ for $|E|<w$ and zero outside, and again $IN_0=0.9$. Shift the two spin Fermi levels to $\pm h$. Then

$$
m=2\int_0^h N\,dE=2N_0h\left(1+\frac{h^2}{6w^2}\right),
\qquad
\Delta E=2\int_0^h EN\,dE=N_0h^2\left(1+\frac{h^2}{4w^2}\right).
$$

This magnetized state matches the paramagnet in energy when $\Delta E=Im^2/4$, that is, when

$$
IN_0=\frac{1+y/4}{(1+y/6)^2},\qquad y=\frac{h^2}{w^2}.
$$

The derivative of the right-hand side has the sign of $\frac14(1+\frac y6)-\frac13(1+\frac y4)=-\frac1{12}-\frac y{24}$, which is negative. The easiest magnetized state is therefore the fully polarized one, $y=1$, with threshold $IN_0=45/49=0.918$. Starting from 0.9, a rise of $0.9184/0.9-1=2.0$ percent is enough. Between 2.0 and 11.1 percent the paramagnet is still stable against a small uniform moment but no longer has the lowest energy. So the 11 percent in your exercise is the onset of ferromagnetism provided that neither such a first-order transition nor a wave-like magnetic order comes first.

**Temperature**

At temperature $T$ each spin population responds through the thermal average $N_T=\int N(E)(-\partial f/\partial E)\,dE$, where $f$ is the Fermi function. The feedback equation becomes $m=2N_T(\mu_BB+Im/2)$, so $N_T$ replaces $N$ in $S$.

For small $k_BT$ the Sommerfeld expansion adds $\frac{\pi^2}{6}(k_BT)^2N'$ to the electron number per spin. Keeping that number fixed shifts the chemical potential by $\delta\mu=-\frac{\pi^2}{6}(k_BT)^2N'/N$. The thermal average itself gains $\frac{\pi^2}{6}(k_BT)^2N''$, and the shift adds $N'\delta\mu$:

$$
N_T\approx N+\frac{\pi^2}{6}(k_BT)^2\left(N''-\frac{N'^2}{N}\right).
$$

Both terms are negative in the model band. At 300 K this estimate lowers $N$ by 1.0 percent; the full average gives 1.1 percent. A metal with $S=10$ at zero temperature then has $S=9.1$, and the zero-temperature $N$ must rise by 12.7 percent through narrowing. At 378 K (105 °C, a hot chip) the values are $S=8.6$ and 13.9 percent. At finite temperature the route matters, because it changes $N'$ and $N''$ differently. Removing electrons from the rigid band requires a rise of the zero-temperature $N$ of only 11.8 percent at 300 K and 12.3 percent at 378 K.

If $S=10$ is instead the value at the working temperature, then $IN_T=0.9$, and it is $N_T$ that must rise by 11.1 percent.

**Spin fluctuations**

Mean-field theory also omits fluctuations of the moment. To see how they act in the simplest case, add to the uniform moment $\mathbf M$ a static, spatially uniform vector $\boldsymbol\delta$ of fixed length and random direction. The energy depends on $|\mathbf M+\boldsymbol\delta|$, and

$$
|\mathbf M+\boldsymbol\delta|^4=(M^2+2\mathbf M\cdot\boldsymbol\delta+\delta^2)^2 .
$$

Its terms of second order in $M$ are $2M^2\delta^2+4(\mathbf M\cdot\boldsymbol\delta)^2$. The directional average of $(\mathbf M\cdot\boldsymbol\delta)^2$ is $M^2\delta^2/3$, so the sum is $\frac{10}{3}M^2\delta^2$. The coefficient of $M^2$ in the energy thus gains $\frac{10}{3}b\delta^2$. With the band terms divided by $1+x$ for narrowing, the instability lies at

$$
\frac{1}{1+x}\left(\frac1{4N}+\frac{10}{3}b\delta^2\right)=\frac I4
\quad\Rightarrow\quad
1+x=\frac1{IN}+\frac{40\,b\delta^2}{3I}.
$$

For an assumed $\delta=0.1\,\mu_B$ the last term is $40\times0.0593\times0.01/(3\times0.783)=0.010$. The threshold moves from 11.1 to 12.1 percent, or 12.2 percent with the full band energy. The amplitude is a chosen value, not a computed property of palladium. For small $\delta$ the shift grows as $\delta^2$. At $\delta=0.2\,\mu_B$ the quartic term gives about 4 percentage points and the full band energy about 5. Real fluctuations also vary in space and time, so this example shows a mechanism and does not predict its size in a metal.

**What this says about palladium**

Palladium is a paramagnet, and the inputs $N$ and $S$ are rough values in its range. The semi-ellipse is not its real band: the real d band is wider, roughly 5 eV, has sharper structure, and mixes with s states. The temperature shifts above therefore belong to the model. Sharper structure near the Fermi level can make $N'$ and $N''$ larger, and with them the shift at room temperature. Its direction also depends on the band: where $N''>N'^2/N$, as at the bottom of a dip, moderate warming raises $N_T$ and lowers the rise needed for the local instability $IN_T=1$. A first-order onset can move the other way. In the dip model above, with $w=0.2$ eV, $N_0=1.15\ \text{eV}^{-1}$ and $N$ raised by narrowing, warming to 300 K lowers the local threshold from 11.1 to 7.9 percent but raises the first-order onset from 2.0 to 4.3 percent. Fixed $I$ is also an idealization, since a change of lattice or composition that alters $N$ can alter $I$ too. If $I$ fell by 1 percent, the required rise would be $1/(0.99\times0.9)-1=12.2$ percent. An uncertainty of one unit in $S$ matters as much: $S=9$ gives 12.5 percent and $S=11$ gives 10 percent. For a real metal, "about 11 percent" is thus a mean-field estimate. Small uncertainties in $I$ or $S$ move it by about a percentage point each, and temperature and spin fluctuations can move it by several. The numerical output below lists the main values of the model.

## Numbers as computed

```
N, input: 1.15 states/(eV atom spin)
S, input: 10
d holes per atom, input: 0.36
I*N: 0.900
I: 0.7826 eV
model band full width: 2.966 eV
Fermi level below band top: 0.231 eV
moment in 1 T, no exchange: 1.331e-04 mu_B/atom
moment in 1 T, with exchange: 1.331e-03 mu_B/atom
S from populations, N raised 0 %: 10.00
S from populations, N raised 5 %: 18.18
S from populations, N raised 10 %: 100.00
S by formula, N raised 11 %: 1000
critical rise of N, narrowing: 11.11 %
critical N: 1.2778 states/(eV atom spin)
band width reduction there: 10.00 %
critical rise of N, rigid band: 11.11 %
  electrons removed: 0.147 per atom
  Fermi level lowered: 0.0606 eV
critical rise for S = 5: 25.00 %
critical rise for S = 9: 12.50 %
critical rise for S = 11: 10.00 %
critical rise for S = 20: 5.26 %
spontaneous moment at +10 %: 0.000 mu_B/atom
spontaneous moment at +12 %: 0.118 mu_B/atom
N'/N: -1.982 1/eV
N''/N: -5.513 1/eV^2
quartic coefficient b: 0.0593 eV
dip model half-width: 0.20 eV
dip: N at edge over N at centre: 1.50
dip: rise to first-order onset: 2.04 %
dip: rise to local instability: 11.11 %
300 K: change of thermal N: -1.10 %
300 K: leading-order change: -1.04 %
300 K: S: 9.10
300 K: critical rise of N: 12.71 %
378 K: change of thermal N: -1.81 %
378 K: leading-order change: -1.65 %
378 K: S: 8.60
378 K: critical rise of N: 13.86 %
fluctuation amplitude, assumed: 0.10 mu_B
critical rise with fluctuation: 12.17 %
  same, quartic term only: 12.12 %
critical rise if I falls 1 %: 12.23 %
```
